# Logarithmic correction to the susceptibility of a uniaxial dipolar ferroelectric, part 2

We seek the static susceptibility $\chi$ of a uniaxial ferroelectric slightly above a continuous transition at nonzero temperature. The polarization $P$ points along $z$. Its classical fluctuations have weight $e^{-F/T}$, with

$$F=\int d^3x\left[\frac a2P^2+\frac c2(\nabla P)^2+\frac b4P^4\right]+\frac12\int_{\mathbf q}A\mu^2|P_{\mathbf q}|^2 .$$

Here $\int_{\mathbf q}=\int d^3q/(2\pi)^3$ with $|\mathbf q|<\Lambda$, $\mu=q_z/q$, and $A=4\pi/\varepsilon_b$, where $\varepsilon_b$ is the background permittivity. Atomic units with $k_B=1$ are used. The response to the macroscopic field is $\chi=1/r$. The transition, $r=0$, lies at $a=a_c$, and $\tau=a-a_c$; mean-field theory gives $\chi=1/\tau$. We abbreviate

$$K=\frac1{8\pi\sqrt A\,c^{3/2}},\qquad g_0=9bTK,\qquad \ell_r=\frac12\ln\frac{c\Lambda^2}r,\qquad \kappa^2=\frac rc ,$$

with the original $b$ in $g_0$.

For strong dipolar forces and $\kappa\ll\Lambda$, the integral ("bubble") $I(r)=\int_{\mathbf q}(r+cq^2+A\mu^2)^{-2}$ equals $K\left[\ell_r+\ln2-1\right]$. For $A=0$ it is $1/(8\pi c^{3/2}\sqrt r)$. Its counterpart at $T=0$, for undamped soft modes, stays finite as $r\to0$. To first order in $b$,

$$\tau=r\left[1+\frac{g_0}3\left(\ell_r+\ln2-\frac12\right)\right].$$

To go further, modes are removed in shells, down to a current cutoff $q=\Lambda e^{-l}$. For strong dipolar forces the local potential of the slowly varying polarization $\varphi$ obeys

$$\frac{dV}{dl}=\frac{Tq^3}{4\pi\sqrt A}\sqrt{cq^2+V''(\varphi)} .$$

Removing one fast mode, with unit stiffness and unit $b$, changes the quadratic and quartic coefficients by $+3T$ and $-9T$. Put $V=\frac12m\varphi^2+\frac14b\varphi^4$, where $m$ runs from $a$ to $r$ and $b$ also runs. With $w=m/(cq^2)$ and $g=9bTK$,

$$\frac{dm}{dl}=\frac23\,g\,cq^2(1+w)^{-1/2},\qquad \frac{dg}{dl}=-g^2(1+w)^{-3/2}.$$

The first is equivalent to $dw/dl=2w+\frac23g(1+w)^{-1/2}$. The question now is what happens exactly at the transition.

**A.** There $w$ must not run away, although the term $2w$ tries to make it do so. The solution that stays small balances the two terms, so $w\approx-g/3$. At $l=0$ this gives $a_c\approx-g_0c\Lambda^2/3$ within the simplified kernel. The coupling obeys $dg/dl\approx-g^2$, hence

$$g(l)=\frac{g_0}{1+g_0l} .$$

It tends to zero, but as slowly as $1/l$. Long-wavelength fluctuations become nearly independent, which is why the mean-field power survives. The slow decay leaves a cumulative effect, which is the logarithmic correction.

**Q.** You need $r$ as a function of $a$. The equation for $m$ contains a large shift that has nothing to do with the distance from the transition. How do you separate the two?

**A.** Differentiate with respect to the initial value $a$ at fixed initial coupling. A prime denotes this derivative, so $m'=1$ and $g'=0$ at $l=0$. Since $w'=m'/(cq^2)$,

$$\frac{dm'}{dl}=-\frac g3(1+w)^{-3/2}m'+\frac23cq^2(1+w)^{-1/2}g' .$$

The second term is of higher order. To see this, let $y=cq^2g'$. Differentiating the equation for $g$, and using $d(q^2)/dl=-2q^2$, gives

$$\frac{dy}{dl}=-2y-2g(1+w)^{-3/2}y+\frac32g^2(1+w)^{-5/2}m' .$$

The term $-2y$ makes $y$ follow its source, so $y\approx\frac34g^2m'$ while $|w|\ll1$. At larger $w$ the source dies away. The second term in the equation for $m'$ is therefore of order $g^2m'$. Without it,

$$\frac{d\ln m'}{dl}=-\frac g3(1+w)^{-3/2}=\frac13\,\frac{d\ln g}{dl} .$$

At the end of the flow $m'=\partial r/\partial a$. With $g_R$ for the final coupling,

$$\frac{\partial r}{\partial a}=\left(\frac{g_R}{g_0}\right)^{1/3} .$$

The exponent is the ratio $3/9$ of the two factors obtained by removing a shell. Both changes contain the same integral of the squared propagator, so its value cancels from the exponent.

**Q.** What decides $g_R$? The equation $g=g_0/(1+g_0l)$ has no end.

**A.** Away from the transition, $w$ eventually becomes large and the factor $(1+w)^{-3/2}$ switches the flow off. Dividing the coupling equation by $-g^2$ and integrating,

$$\frac1{g_R}=\frac1{g_0}+\int_0^\infty\frac{dl}{(1+w)^{3/2}} .$$

To leading order $w=r/(cq^2)=\kappa^2/q^2$ in the region where it matters. Since $dl=-dq/q$,

$$\int_0^\infty\frac{dl}{(1+w)^{3/2}}=\int_0^\Lambda\frac{q^2dq}{(q^2+\kappa^2)^{3/2}}=\ell_r+\ln2-1 .$$

This is the integral met in the first half. The constant $\ln2-1$ changes $g_R$ by a relative amount of order $g_0$, and I drop it. Thus

$$\frac{\partial r}{\partial a}=L(r)^{-1/3},\qquad L(r)=1+g_0\ell_r=1+\frac{g_0}2\ln\frac{c\Lambda^2}r .$$

**Q.** That is a derivative. The susceptibility needs $r$ itself.

**A.** Integrate $da/dr=L^{1/3}$ from the transition, where $r=0$. Since $dL/dr=-g_0/(2r)$, integration by parts gives

$$\tau=\int_0^rL(r')^{1/3}dr'=rL(r)^{1/3}+\frac{g_0}6\int_0^rL(r')^{-2/3}dr' .$$

$L(r')$ is larger than $L(r)$ for $r'<r$. The last term is therefore at most $(g_0/6)\,rL(r)^{-2/3}$. Relative to the first term this is at most $g_0/(6L)$, which is small. Hence

$$\boxed{\;\chi=\frac1r=\frac1\tau\left[1+\frac{g_0}2\ln\frac{c\Lambda^2}r\right]^{1/3}\;}$$

up to a factor $1+O(g_0)$. This is an equation for $r$, easily solved by iteration. Very close to the transition the 1 in the bracket can be neglected, and $\ln r$ may be replaced by $\ln\tau$, because they differ by the logarithm of a logarithm. Then

$$\chi\propto\frac{|\ln\tau|^{1/3}}{\tau} .$$

For $g_0\ell_r\ll1$ the bracket gives $1+g_0\ell_r/3$, in agreement with the earlier first-order result. The next term is $-(g_0\ell_r)^2/9$. With $g$ fixed at $g_0$, the flow would give $\partial a/\partial r\approx e^{g_0\ell_r/3}$ and hence a second-order term $+(g_0\ell_r)^2/18$. The difference between the two comes from the weakening of the interaction.

**Q.** You dropped $\varphi^6$, corrections to $c$, and everything beyond one loop. A small error in an exponent, accumulated over a large $l$, could matter.

**A.** It would matter if it were of first order in $g$. These corrections are of higher order, for the following reasons.

The next term of the square root produces $\varphi^6$ with a coefficient proportional to $b^3$. In units set by the current cutoff, that coefficient decays as $e^{-2l}$ unless it is fed, so it remains of order $g^3$. Its effect on $dg/dl$ is also of order $g^3$.

The first-order correction to the propagator, $3b\langle P^2\rangle$, does not depend on the external wavevector. A change of $c$ therefore begins at order $g^2$. The coefficient $A$ is protected in another way. Removing modes in a smooth shell at nonzero $q$ generates terms that are polynomials in small external wavevectors, and $q_z^2/q^2$ is not a polynomial.

The general form near the transition is then

$$\frac{dg}{dl}=-g^2+\beta g^3+\dots,\qquad \frac{d\ln m'}{dl}=-\frac g3+\gamma g^2+\dots$$

I have not calculated $\beta$ and $\gamma$. The term with $\gamma$ contributes a finite amount, since $\int_0^\infty g^2dl=g_0$ at leading order. The term with $\beta$ changes $1/g$ by about $-\beta\ln(1+g_0l)$. Relative to $1/g_0+l$ this is of order $g_0\ln x/x$ with $x=1+g_0l$, which is at most $g_0/e$ and vanishes at large $l$. The amplitude changes, while the power does not. Integrating these equations over a long range of $l$, with two arbitrary choices of $\beta$ and $\gamma$, gave powers of 0.33335 and 0.33328.

**Q.** Your derivation relied on several successive approximations. Was the relation between $r$ and $\tau$ checked without them?

**A.** The flow equation for $V$ was integrated numerically with terms through $\varphi^8$. The critical $a_c$ was found by search, and $r$ was then read off at chosen values of $\tau$. This avoids the derivative with respect to $a$, the estimate of where the flow stops, and the last integration. It still uses the strong-dipolar form of the angular integral and omits corrections to $c$ and wavevector-dependent interactions, so it is not an exact solution of the model.

For a weak coupling, $g_0=0.05$, it gives $a_c/(c\Lambda^2)=-0.0164$, against $-0.0167$ at first order. At $\tau/(c\Lambda^2)=10^{-9}$ it gives $r/\tau=0.870$, where mean-field theory would have 1. For $\tau/(c\Lambda^2)$ between $10^{-3}$ and $10^{-9}$, the boxed formula agrees with this flow to about 0.1% of $r$.

**Q.** Did the numerical flow show the power one third directly?

**A.** It did so roughly. According to the derivation, the slope of $\ln(r/\tau)$ against $\ln g_R$ is $\frac13+O(g)$. At the stronger coupling of the example below, the slope was 0.3415 near $g=0.117$ and 0.3422 near $g=0.095$. A straight line through these points reaches 0.345 at $g=0$. The test accepted a deviation of 0.03 from one third, so it was passed. The slight drift away from one third over this range depends on the truncation of $V$: with terms through $\varphi^{12}$ the two slopes are 0.349 and 0.347, which move toward one third. Starting from weaker bare couplings, where the truncation matters less, the slope is 0.338 near $g=0.035$ and 0.335 near $g=0.009$, as expected for $\frac13+O(g)$. The runs support a power near one third, and its exact value rests on the ratio $3/9$.

**Q.** How large is the effect for definite parameters?

**A.** Take a model with round values: $T_c=0.025$ eV (290 K), $\varepsilon_b=5$, $c=20$ eV Å³, $b=20000$ eV Å⁵ and $\Lambda=0.30$ Å⁻¹. Polarization is measured in $e$/Å². The distance from the transition is $\tau=\alpha k_B(T-T_c)$ with $\alpha=600$ Å. This slope includes the temperature dependence of $a_c$.

The atomic unit of $A$, one hartree times one bohr, is 14.40 eV Å. Hence $A=(4\pi/5)\times14.40=36.19$ eV Å, while $c\Lambda^2=1.80$ eV Å. Their ratio, 0.050, satisfies the condition of strong dipolar forces. The coupling, evaluated at $T_c$, is

$$g_0=\frac{9\times20000\times0.025}{8\pi\sqrt{36.19}\times20^{3/2}}=0.333 .$$

The logarithmic term equals 1 when $r=c\Lambda^2e^{-2/g_0}=0.0044$ eV Å.

Consider $k_B(T-T_c)=10^{-6}$ eV, which is 0.0116 K. Then $\tau=600\times10^{-6}=6.00\times10^{-4}$ eV Å. Iteration gives $r=4.49\times10^{-4}$ eV Å, which can be verified by inserting it:

$$\left[1+\frac{0.3328}2\ln\frac{1.80}{4.494\times10^{-4}}\right]^{1/3}=(2.380)^{1/3}=1.335=\frac{6.00\times10^{-4}}{4.494\times10^{-4}} .$$

The susceptibility is $2.2\times10^3$ (eV Å)⁻¹, or $4.0\times10^5$ as a dimensionless SI susceptibility. The enhancement over mean field, $\chi\tau$, at four distances is:

| $k_B(T-T_c)$ (eV) | formula | potential flow |
|---|---|---|
| $10^{-4}$ | 1.17 | 1.16 |
| $10^{-5}$ | 1.26 | 1.24 |
| $10^{-6}$ | 1.34 | 1.31 |
| $10^{-7}$ | 1.40 | 1.38 |

The formula exceeds this column by 0.6% at the largest distance and by 2.0% at the smallest. At this coupling the column, truncated at $\varphi^8$, is not converged to the digits shown: terms through $\varphi^{10}$ give 1.17, 1.26, 1.34, 1.41, and terms through $\varphi^{12}$ give 1.165, 1.25, 1.32, 1.39. The difference between the two columns is therefore of the same size as the truncation error, and both are well within the uncertainty of order $g_0$ in the amplitude. The tabulated values are collected in the numerical output.

**Q.** An enhancement from 1.17 to 1.40 over three decades is small. Could one mistake it for a slightly different exponent?

**A.** Over a limited range, yes. The mean extra power in this example is

$$\frac{\ln(1.405/1.168)}{\ln1000}=0.027 .$$

By the formula, data over these three decades would resemble $\chi\propto\tau^{-1.03}$; the potential-flow column gives a mean extra power of 0.025, which becomes 0.026 to 0.027 when the truncation is extended beyond $\varphi^8$. The derived law differs in that the apparent extra power falls to zero as the transition is approached. For small $r$ it is approximately $d\ln L^{1/3}/d\ln(1/r)=g_0/(6L)$, and $L$ grows without limit. Because the change is slow, seeing it requires precise data over a wide range of $\tau$ and an accurately known $T_c$.

**Q.** When should I not expect the result to hold?

**A.** It fails when one of its assumptions does. If $b$ is zero or negative, the leading interaction is different and the transition may be discontinuous. Coupling to strain adds another long-range interaction, and frozen disorder adds another source of fluctuations; neither is in $F$. If $c\Lambda^2$ is much larger than $A$, the flow begins with short-range behaviour. The formula should then be started from a lower cutoff, where the dipolar forces are strong, with the coefficients found there.

Mobile charges also matter. If they screen fields beyond a length $1/k_s$, the dipolar term becomes $Aq_z^2/(q^2+k_s^2)$. For $q\ll k_s$ this is $(A/k_s^2)q_z^2$, an ordinary gradient energy. When $\kappa$ falls well below $k_s$, the logarithm in $I(r)$ gradually gives way to $I\approx Kk_s/\kappa$. This is the power $r^{-1/2}$ found without dipolar forces, with an amplitude smaller by the factor $k_s\sqrt{c/A}$. Short-range critical behaviour follows once $g_Rk_s/\kappa$ is of order one. In the example, at the smallest distance, $r=4.27\times10^{-5}$ eV Å and $1/\kappa=\sqrt{20/(4.27\times10^{-5})}\approx680$ Å. The last row of the table applies if the screening length is comparable to this or longer; at $k_s=\kappa$ the integral $I(r)$ is raised by about 6%.

## Values computed for the example and the checks

```
thermal energy k_B Tc = 0.0250 eV (Tc = 290.1 K)
background permittivity eps_b = 5.0
gradient coefficient c = 20.0 eV angstrom^3
quartic coefficient b = 20000 eV angstrom^5
cutoff Lambda = 0.30 1/angstrom
slope alpha = 600 angstrom
dipolar coefficient A = 36.190 eV angstrom
c Lambda^2 = 1.800 eV angstrom; ratio to A = 0.0497
bare coupling g0 = 0.3328 (dimensionless)
r where g0*l = 1: 4.416e-03 eV angstrom
log coefficient, quadrature/formula = 1.000000
same with tripled stiffness along z = 0.999999
angular integral at cutoff, full/scaling = 0.99556
short-range bubble ratio, r reduced 100 times = 10.0115
T = 0 bubble ratio, r reduced 100 times = 1.00143
fast-mode factors: mass 2.9998, coupling 8.9961
weak test coupling = 0.050 (dimensionless)
weak a_c/(c Lambda^2): flow -0.016413, first order -0.016667
weak: tau/(c Lambda^2) 1e-03, r/tau 0.9469, flow/formula 0.9990
weak: tau/(c Lambda^2) 1e-05, r/tau 0.9186, flow/formula 1.0000
weak: tau/(c Lambda^2) 1e-07, r/tau 0.8933, flow/formula 1.0006
weak: tau/(c Lambda^2) 1e-09, r/tau 0.8704, flow/formula 1.0011
example a_c from scaling flow = -0.1843 eV angstrom
local exponents from flow = 0.3415, 0.3422
at mean couplings g = 0.1169, 0.0946
exponent extrapolated to g = 0: 0.3454
exponents with higher-order terms = 0.33335, 0.33328
k_B(T-Tc) = 1e-04 eV (1.160e+00 K):
  tau = 6.000e-02, r = 5.1389e-02 eV angstrom
  chi/chi_meanfield = 1.1676, from flow 1.1610
  chi = 1.9460e+01 1/(eV angstrom), SI chi = 3.5212e+03
k_B(T-Tc) = 1e-05 eV (1.160e-01 K):
  tau = 6.000e-03, r = 4.7725e-03 eV angstrom
  chi/chi_meanfield = 1.2572, from flow 1.2390
  chi = 2.0953e+02 1/(eV angstrom), SI chi = 3.7915e+04
k_B(T-Tc) = 1e-06 eV (1.160e-02 K):
  tau = 6.000e-04, r = 4.4938e-04 eV angstrom
  chi/chi_meanfield = 1.3352, from flow 1.3110
  chi = 2.2253e+03 1/(eV angstrom), SI chi = 4.0267e+05
k_B(T-Tc) = 1e-07 eV (1.160e-03 K):
  tau = 6.000e-05, r = 4.2714e-05 eV angstrom
  chi/chi_meanfield = 1.4047, from flow 1.3777
  chi = 2.3412e+04 1/(eV angstrom), SI chi = 4.2364e+06
```
